# What a phonon branch flat along one line says about localization: a program that tests the result

```python
"""
Result under test: a phonon branch that is flat along one zone line,
omega(kx,0,0) = omega0, does not keep a three-dimensional packet localized.
A one-cell kick spreads as <R_i^2> = t^2 <v_i^2>, averaged over the whole zone.
Model: omega^2 = W0^2 + AY(1-cos ky)(1+ETA cos kx) + AZ(1-cos kz).
Units inside: ps, rad/ps, cells; k in radians per cell; u, p mass-weighted.
psi = omega*u + i*p in k space; |psi_R|^2 is twice the energy given to cell R.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

CELL = 0.5                       # nm
F0, FY2, FZ2, ETA = 4.0, 5.0, 3.0, 0.5   # THz, THz^2, THz^2, none
TWO_PI = 2 * np.pi
W0, AY, AZ = TWO_PI * F0, TWO_PI**2 * FY2, TWO_PI**2 * FZ2
L = 32                           # cells per side in the Newton simulation


def omega(kx, ky, kz, eta=ETA, polar=0.0):
    """Branch frequency; polar adds a lattice-Poisson depolarization term."""
    d = (W0**2 + AY * (1 - np.cos(ky)) * (1 + eta * np.cos(kx))
         + AZ * (1 - np.cos(kz)))
    if polar:
        sx, sy, sz = (2 - 2 * np.cos(q) for q in (kx, ky, kz))
        d = d + polar**2 * sz / (sx + sy + sz)
    return np.sqrt(d)


def zone(n):
    q = -np.pi + (np.arange(n) + 0.5) * TWO_PI / n
    return np.meshgrid(q, q, q, indexing="ij", sparse=True)


def rms_velocity(n, weight=None, **kw):
    """Root mean square group velocity (cells/ps) by finite differences."""
    k, h, out = zone(n), 1e-4, []
    for i in range(3):
        up, dn = list(k), list(k)
        up[i], dn[i] = k[i] + h, k[i] - h
        v = (omega(*up, **kw) - omega(*dn, **kw)) / (2 * h)
        w = np.ones_like(v) if weight is None else weight(*k) * np.ones_like(v)
        out.append(np.sqrt(np.sum(w * v**2) / np.sum(w)))
    return np.array(out)


def neighbours(u, axis):
    return 0.5 * (np.roll(u, 1, axis) + np.roll(u, -1, axis))


def apply_d(u, eta=ETA):
    """Real-space force constants acting on a displacement field."""
    ly = u - neighbours(u, 1)
    return (W0**2 * u + AY * (ly + eta * neighbours(ly, 0))
            + AZ * (u - neighbours(u, 2)))


def newton(p, t, eta=ETA, quartic=0.0, steps=1000):
    """Velocity Verlet from u = 0 and given velocities p."""
    u, p, dt = np.zeros_like(p), p.copy(), t / steps
    force = -apply_d(u, eta)
    for _ in range(steps):
        p += 0.5 * dt * force
        u += dt * p
        force = -apply_d(u, eta)
        if quartic:
            force -= quartic * u**3
        p += 0.5 * dt * force
    return u, p


q_fft = TWO_PI * np.fft.fftfreq(L)
K_FFT = np.meshgrid(q_fft, q_fft, q_fft, indexing="ij", sparse=True)
coord = np.rint(np.fft.fftfreq(L) * L)


def energy_weight(u, p, eta=ETA):
    wu = np.fft.ifftn(omega(*K_FFT, eta=eta) * np.fft.fftn(u)).real
    w = wu**2 + p**2
    return w / w.sum()


# --- force constants: plane sums vanish, separate constants do not
one = np.zeros((L, L, L))
one[0, 0, 0] = 1.0
phi = apply_d(one)
plane_sum = phi.sum(axis=(1, 2))
assert np.max(np.abs(plane_sum[1:])) < 1e-9 * W0**2
assert abs(plane_sum[0] - W0**2) < 1e-9 * W0**2
assert abs(phi[1, 0, 0]) > 0.01 * W0**2
assert np.allclose(np.fft.fftn(phi).real, omega(*K_FFT)**2, rtol=1e-10)

# --- one-cell kick: Newton dynamics against the zone average
T = 1.0
V = rms_velocity(48)
u1, p1 = newton(one, T)
w1 = energy_weight(u1, p1)
width = np.array([np.sqrt(np.sum(w1.sum(axis=tuple(j for j in range(3)
                  if j != i)) * coord**2)) for i in range(3)])
assert np.allclose(width, V * T, rtol=3e-3)
assert np.min(width) > 0.05


def return_amplitude(t, n=160):
    q = (np.arange(n // 2) + 0.5) * TWO_PI / n
    k = np.meshgrid(q, q, q, indexing="ij", sparse=True)
    return np.mean(np.exp(-1j * omega(*k) * t))


assert abs(abs(return_amplitude(T))**2 - w1[0, 0, 0]) < 3e-3

# --- no kx dependence anywhere: stays in its plane, still spreads sideways
u2, p2 = newton(one, T, eta=0.0)
w2 = energy_weight(u2, p2, eta=0.0)
assert abs(w2[0].sum() - 1) < 1e-10 and w2[0, 0, 0] < 0.5

# --- infinite sheet: stationary
sheet = np.zeros((L, L, L))
sheet[0] = 1.0
u3, p3 = newton(sheet, T)
assert np.max(np.abs(p3[1:])) < 1e-10
assert np.max(np.abs(p3[0] - np.cos(W0 * T))) < 3e-3

# --- the spreading law for a branch with two components (two-atom chain)
n1, m1, m2, s1, s2, t1 = 256, 1.0, 2.0, 1.0, 0.6, 30.0
k1 = TWO_PI * np.fft.fftfreq(n1)
dyn = np.zeros((n1, 2, 2), complex)
slope = np.zeros_like(dyn)
dyn[:, 0, 0], dyn[:, 1, 1] = (s1 + s2) / m1, (s1 + s2) / m2
dyn[:, 0, 1] = -(s1 + s2 * np.exp(-1j * k1)) / np.sqrt(m1 * m2)
dyn[:, 1, 0] = dyn[:, 0, 1].conj()
slope[:, 0, 1] = 1j * s2 * np.exp(-1j * k1) / np.sqrt(m1 * m2)
slope[:, 1, 0] = slope[:, 0, 1].conj()
val, vec = np.linalg.eigh(dyn)
freq, e = np.sqrt(val[:, 1]), vec[:, :, 1]
vel = np.einsum("ki,kij,kj->k", e.conj(), slope, e).real / (2 * freq)
start = e * e[:, :1].conj()      # kick of atom one, projected on the branch
cells = np.fft.fftfreq(n1) * n1


def second_moment(t):
    a = np.fft.ifft(start * np.exp(-1j * freq * t)[:, None], axis=0)
    return np.sum(cells[:, None]**2 * np.abs(a)**2)


growth = second_moment(t1) - second_moment(0.0)
law = t1**2 * np.mean(np.abs(e[:, 0])**2 * vel**2)
assert abs(growth / law - 1) < 1e-7 and second_moment(0.0) > 1e-4

# --- wide patch, one cell thick in x
SIG = 4.0
VP = rms_velocity(96, lambda x, y, z: np.exp(-2 * SIG**2 * (y**2 + z**2)))
vp_formula = AY * np.sqrt(1 + ETA**2 / 2) / (4 * W0 * SIG)
assert abs(VP[1] / vp_formula - 1) < 0.03

# --- static cost of a uniform patch
NY, NZ = 6, 4
patch = np.zeros((L, L, L))
patch[0, :NY, :NZ] = 1.0
cost = np.sum(patch * apply_d(patch))
assert abs(cost / (W0**2 * NY * NZ + AY * NZ + AZ * NY) - 1) < 1e-12
mean_d = np.mean(omega(*zone(48))**2)
assert abs(phi[0, 0, 0] / mean_d - 1) < 1e-10

# --- late return amplitude: flat lines (1/t) and isolated points (t^-1.5)
TL = 20.0


def gauss(curv):
    return np.exp(-0.25j * np.pi * np.sign(curv)) / np.sqrt(
        TWO_PI * abs(curv) * TL)


line_mean = quad(lambda x: 1 / np.sqrt(1 + ETA * np.cos(x)), 0, np.pi)[0] / np.pi
lines = points = 0
for kz in (0.0, np.pi):
    w = omega(0.0, 0.0, kz)
    lines += (line_mean * gauss(AY / (2 * w))
              * gauss(AZ * np.cos(kz) / (2 * w)) * np.exp(-1j * w * TL))
    for kx in (0.0, np.pi):
        w, c = omega(kx, np.pi, kz), np.cos(kx)
        points += (gauss(-AY * ETA * c / w) * gauss(-AY * (1 + ETA * c) / (2 * w))
                   * gauss(AZ * np.cos(kz) / (2 * w)) * np.exp(-1j * w * TL))
late = return_amplitude(TL)
assert abs(late - lines - points) < 0.05 * (abs(lines) + abs(points))

# --- neglected effects: damping, dipole forces, anharmonicity
LINEWIDTH, FPOL = 0.1, 5.0       # THz
tau = 1 / (TWO_PI * LINEWIDTH)
VD = rms_velocity(96, polar=TWO_PI * FPOL)
VD_coarse = rms_velocity(64, polar=TWO_PI * FPOL)
assert np.max(np.abs(VD / VD_coarse - 1)) < 0.03

US, MASS = 0.05, 16.0            # nm, atomic mass units
wc = np.sqrt(mean_d)             # frequency of one cell, neighbours held
amp_q = np.sqrt(2 * const.hbar / (MASS * const.atomic_mass * wc * 1e12)) * 1e9


def turning(r2):                 # squared amplitude in units of US^2
    return (np.sqrt(1 + 4 * r2) - 1) / 2


def cell_frequency(a2):          # THz, quadratic plus quartic cell energy
    quarter = quad(lambda x: 1 / np.sqrt(1 + a2 * (1 + np.sin(x)**2)),
                   0, np.pi / 2)[0]
    return wc / (4 * quarter)


period = 1 / cell_frequency(1.0)
orbit = solve_ivp(lambda t, y: [y[1], -wc**2 * (y[0] + 2 * y[0]**3)],
                  (0, period), [1.0, 0.0], rtol=1e-10, atol=1e-10)
assert abs(orbit.y[0, -1] - 1) < 1e-5 and abs(orbit.y[1, -1]) < 1e-3 * wc


def kept(r2, quartic):
    """Share of the kick energy found on the kicked cell after T."""
    u, p = newton(one * wc * np.sqrt(r2), T, quartic=quartic)
    x, y = u[0, 0, 0], p[0, 0, 0]
    return (y**2 / 2 + mean_d * x**2 / 2 + quartic * x**4 / 4) / (wc**2 * r2 / 2)


r2_q = (amp_q / US)**2
keep_lin, keep_q, keep_big = (kept(1.0, 0.0), kept(r2_q, 2 * mean_d),
                              kept(2.0, 2 * mean_d))
assert keep_lin < 0.25 and keep_q < 0.4 and keep_big > 0.6

# --- printed numbers
mev = const.h * 1e12 / const.e * 1e3
xs = np.linspace(-np.pi, np.pi, 201)
on, off = omega(xs, 0, 0) / TWO_PI, omega(xs, np.pi, 0) / TWO_PI
top = omega(0.0, np.pi, np.pi) / TWO_PI
assert np.ptp(on) < 1e-12 and np.ptp(off) > 0.5
print(f"cell spacing: {CELL} nm; flat-line frequency: {F0} THz = {F0*mev:.2f} meV")
print(f"AY/(2pi)^2 = {FY2} THz^2, AZ/(2pi)^2 = {FZ2} THz^2, ETA = {ETA}")
print(f"line ky=kz=0: {on.min():.3f} to {on.max():.3f} THz")
print(f"line ky=pi, kz=0: {off.min():.3f} to {off.max():.3f} THz")
print(f"band top: {top:.3f} THz")
print(f"force constant to cell (1,0,0), /(2pi)^2: {phi[1,0,0]/TWO_PI**2:.3f} THz^2")
print(f"force constant to cell (1,1,0), /(2pi)^2: {phi[1,1,0]/TWO_PI**2:.3f} THz^2")
print("rms velocity x,y,z (nm/ps):", np.round(V * CELL, 3))
print("Newton rms width x,y,z after 1 ps (nm):", np.round(width * CELL, 3))
print("formula rms width x,y,z after 1 ps (nm):", np.round(V * T * CELL, 3))
for t in (0.1, 0.25, 0.5, 1.0):
    print(f"energy share left in kicked cell at {t} ps: "
          f"{abs(return_amplitude(t))**2:.4f}")
print(f"energy share in plane x=0 at 1 ps: {w1[0].sum():.3f}")
print(f"cells occupied at 1 ps, 1/sum(w^2): {1/np.sum(w1**2):.1f}")
print(f"ETA=0: share in plane x=0 at 1 ps: {w2[0].sum():.6f}")
print(f"ETA=0: share in kicked cell at 1 ps: {w2[0,0,0]:.4f}")
print(f"ETA=0: cells occupied at 1 ps: {1/np.sum(w2**2):.1f}")
print(f"two-atom chain: growth of second moment {growth:.5f}, law {law:.5f} cells^2")
print(f"patch width sigma: {SIG*CELL:.1f} nm")
print("patch rms velocity x,y,z (nm/ps):", np.round(VP * CELL, 4))
print(f"patch formula for y: {vp_formula*CELL:.4f} nm/ps")
print(f"time for patch y-width to grow by sqrt(2): {SIG/VP[1]:.2f} ps")
print(f"static cost per cell / flat-line value, one cell: {mean_d/W0**2:.3f}")
print(f"same, patch 1x{NY}x{NZ}: {cost/(NY*NZ*W0**2):.3f}")
print(f"return amplitude modulus at {TL:.0f} ps, quadrature: {abs(late):.5f}")
print(f"same, lines plus points: {abs(lines+points):.5f}")
print(f"moduli: flat lines {abs(lines):.5f}, isolated points {abs(points):.5f}")
print(f"linewidth {LINEWIDTH} THz: energy lifetime {tau:.2f} ps")
print("rms width x,y,z after one lifetime (nm):", np.round(V * tau * CELL, 2))
print(f"polar strength {FPOL} THz: rms velocity x,y,z (nm/ps):",
      np.round(VD * CELL, 2))
print(f"quartic = quadratic energy at {US} nm, mode mass {MASS:.0f} u")
print(f"harmonic one-quantum amplitude: {amp_q:.4f} nm")
print(f"one-cell frequency, harmonic: {wc/TWO_PI:.3f} THz")
print(f"same, one-quantum kick: {cell_frequency(turning(r2_q)):.3f} THz")
print(f"same, amplitude {US} nm: {cell_frequency(turning(2.0)):.3f} THz")
print(f"on-site energy share at 1 ps, harmonic: {keep_lin:.3f}")
print(f"same, one-quantum kick with quartic term: {keep_q:.3f}")
print(f"same, kick reaching {US} nm with quartic term: {keep_big:.3f}")
print("verified")
```

Printed output:

```
cell spacing: 0.5 nm; flat-line frequency: 4.0 THz = 16.54 meV
AY/(2pi)^2 = 5.0 THz^2, AZ/(2pi)^2 = 3.0 THz^2, ETA = 0.5
line ky=kz=0: 4.000 to 4.000 THz
line ky=pi, kz=0: 4.583 to 5.568 THz
band top: 6.083 THz
force constant to cell (1,0,0), /(2pi)^2: 1.250 THz^2
force constant to cell (1,1,0), /(2pi)^2: -0.625 THz^2
rms velocity x,y,z (nm/ps): [0.656 1.191 0.691]
Newton rms width x,y,z after 1 ps (nm): [0.656 1.191 0.691]
formula rms width x,y,z after 1 ps (nm): [0.656 1.191 0.691]
energy share left in kicked cell at 0.1 ps: 0.9159
energy share left in kicked cell at 0.25 ps: 0.5701
energy share left in kicked cell at 0.5 ps: 0.0869
energy share left in kicked cell at 1.0 ps: 0.0017
energy share in plane x=0 at 1 ps: 0.404
cells occupied at 1 ps, 1/sum(w^2): 134.3
ETA=0: share in plane x=0 at 1 ps: 1.000000
ETA=0: share in kicked cell at 1 ps: 0.0076
ETA=0: cells occupied at 1 ps: 25.3
two-atom chain: growth of second moment 5.35783, law 5.35783 cells^2
patch width sigma: 2.0 nm
patch rms velocity x,y,z (nm/ps): [0.0093 0.257  0.1456]
patch formula for y: 0.2603 nm/ps
time for patch y-width to grow by sqrt(2): 7.78 ps
static cost per cell / flat-line value, one cell: 1.500
same, patch 1x6x4: 1.099
return amplitude modulus at 20 ps, quadrature: 0.00129
same, lines plus points: 0.00130
moduli: flat lines 0.00119, isolated points 0.00014
linewidth 0.1 THz: energy lifetime 1.59 ps
rms width x,y,z after one lifetime (nm): [1.04 1.9  1.1 ]
polar strength 5.0 THz: rms velocity x,y,z (nm/ps): [1.27 0.82 2.24]
quartic = quadratic energy at 0.05 nm, mode mass 16 u
harmonic one-quantum amplitude: 0.0161 nm
one-cell frequency, harmonic: 4.899 THz
same, one-quantum kick: 5.232 THz
same, amplitude 0.05 nm: 7.687 THz
on-site energy share at 1 ps, harmonic: 0.001
same, one-quantum kick with quartic term: 0.002
same, kick reaching 0.05 nm with quartic term: 0.943
verified
```
